\section*{Radiative lifetime of the upper hyperfine level of hydrogen}

\section{Definitions and conventions}

A hydrogen atom is at rest in its $1s$ state. The electron and proton spins combine to a total spin $F=1$ (triplet) or $F=0$ (singlet). The triplet lies higher, and $A$ denotes its rate of spontaneous decay to the singlet in empty space at zero temperature. The mean lifetime is $1/A$.

Gaussian units are used, with $e>0$, electron mass $m$, and
\[
\mu_B=\frac{e\hbar}{2mc},\qquad \alpha=\frac{e^2}{\hbar c}.
\]
The magnetic moment operator is
\begin{equation}
\boldsymbol\mu=-\mu_e\boldsymbol\sigma_e+\mu_p\boldsymbol\sigma_p ,
\label{eq:mu}
\end{equation}
where $\boldsymbol\sigma_{e,p}$ are Pauli matrices and $\mu_e,\mu_p>0$. The electron's moment opposes its spin; the proton's is parallel to its spin. The angular frequency of the transition is $\omega$, and $k=\omega/c$.

\section{Back-of-envelope rate}

Treat the atom as a classical magnetic dipole $\mathrm{Re}(\mathbf m_0e^{-i\omega t})$. Its vector potential has complex amplitude $\nabla\times(\mathbf m_0e^{ikr}/r)$. Far away, each gradient acts on the phase and gives $ik\hat{\mathbf r}$, so
\[
\mathbf B=-k^2\,\hat{\mathbf r}\times(\hat{\mathbf r}\times\mathbf m_0)\frac{e^{ikr}}{r}.
\]
The mean energy flux is $c|\mathbf B|^2/8\pi$. The angular integral of $|\hat{\mathbf r}\times\mathbf m_0|^2$ is $4\pi(1-\tfrac13)|\mathbf m_0|^2=\tfrac{8\pi}{3}|\mathbf m_0|^2$, because $\hat r_i\hat r_j$ averages to $\delta_{ij}/3$. The mean power is therefore
\begin{equation}
P=\frac{c k^4}{8\pi}\,\frac{8\pi}{3}|\mathbf m_0|^2=\frac{\omega^4|\mathbf m_0|^2}{3c^3}.
\label{eq:classical}
\end{equation}

Guess $|\mathbf m_0|\sim\mu_B$ and divide by the photon energy. Since $\mu_B^2=e^2\hbar^2/4m^2c^2=\alpha\hbar^3/4m^2c$,
\[
A\sim\frac{P}{\hbar\omega}=\frac{\omega^3\mu_B^2}{3\hbar c^3}
=\frac{\alpha}{12}\,\omega\left(\frac{\hbar\omega}{mc^2}\right)^2 .
\]
With $\omega=8.93\times10^9\ \mathrm{s^{-1}}$ and $\hbar\omega/mc^2=1.15\times10^{-11}$, both obtained below, this is about $7\times10^{-16}\ \mathrm{s^{-1}}$. The smallness comes mainly from the squared ratio of photon energy to electron rest energy. The guess leaves the dipole amplitude uncertain by a factor of order one, which enters squared.

\section{The frequency}

Let $\rho(r)=|\psi(r)|^2$ be the $1s$ density. The electron spin gives a magnetization $\rho(r)\mathbf m$ with $\mathbf m=-\mu_e\boldsymbol\sigma_e$. An $s$ state has no orbital current, so the current density is
\[
\mathbf j=c\nabla\times(\rho\,\mathbf m)=c\rho'(r)\,\hat{\mathbf r}\times\mathbf m .
\]
In the Biot--Savart law the vector from the source to the nucleus is $-\mathbf r$, and $\mathbf j\times(-\mathbf r)=\mathbf r\times\mathbf j$. Hence
\begin{align}
\mathbf B(0)&=\frac1c\int\frac{\mathbf r\times\mathbf j}{r^3}\,d^3r
=\int_0^\infty\rho'(r)\,dr\int d\Omega\,
\left[\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf m)-\mathbf m\right]\nonumber\\
&=-\rho(0)\left(\frac{4\pi}{3}-4\pi\right)\mathbf m
=\frac{8\pi}{3}\rho(0)\,\mathbf m .
\end{align}
The factor $r^2$ in $d^3r$ has cancelled the remaining $1/r^2$.

To first order, with a point proton, the interaction energy is
\[
H=-\mu_p\boldsymbol\sigma_p\cdot\mathbf B(0)
=\frac{8\pi}{3}\mu_e\mu_p\rho(0)\,\boldsymbol\sigma_e\cdot\boldsymbol\sigma_p .
\]
The total spin in units of $\hbar$ is $(\boldsymbol\sigma_e+\boldsymbol\sigma_p)/2$. Its square is $F(F+1)$, and $\boldsymbol\sigma_e^2=\boldsymbol\sigma_p^2=3$, so
\[
4F(F+1)=6+2\boldsymbol\sigma_e\cdot\boldsymbol\sigma_p .
\]
Thus $\boldsymbol\sigma_e\cdot\boldsymbol\sigma_p$ equals $1$ for $F=1$ and $-3$ for $F=0$. The positive coefficient puts the triplet on top. Using $\rho(0)=1/\pi a^3$, where $a=a_0(1+m/m_p)$ is the Bohr radius $a_0$ corrected for the finite proton mass $m_p$,
\begin{equation}
\hbar\omega=4\cdot\frac{8\pi}{3}\,\frac{\mu_e\mu_p}{\pi a^3}
=\frac{32\mu_e\mu_p}{3a^3}.
\end{equation}
For hydrogen,
\[
\hbar\omega=\frac{32(9.28476\times10^{-21})(1.41061\times10^{-23})}
{3(5.29465\times10^{-9})^3}\ \mathrm{erg}
=9.412\times10^{-18}\ \mathrm{erg}.
\]
This corresponds to $1420\ \mathrm{MHz}$ and a wavelength of $21.1\ \mathrm{cm}$. Relativistic corrections, radiative corrections beyond the electron's moment, and nuclear size are neglected in this splitting.

\section{The transition moment}

The initial and final states have the same orbital wave function at this order. The coupling of the radiation field to the orbital motion does not act on spin, so its matrix element contains the overlap of a triplet with the singlet, which is zero. The spin coupling $-\boldsymbol\mu\cdot\mathbf B$ remains. Since $ka=1.6\times10^{-9}$, the field is practically uniform over the atom and can be evaluated at its centre.

Let $|s\rangle$ be the singlet. The total spin annihilates it, so $\boldsymbol\sigma_p|s\rangle=-\boldsymbol\sigma_e|s\rangle$. Equation~\eqref{eq:mu} then gives
\[
\mu_j|s\rangle=-(\mu_e+\mu_p)|j\rangle,\qquad
|j\rangle\equiv\sigma_{ej}|s\rangle,\quad j=x,y,z .
\]
The moments add because the spins and the signs in \eqref{eq:mu} are both opposite.

The singlet is rotationally invariant, so $\langle s|\boldsymbol\sigma_e|s\rangle=0$. Each $|j\rangle$ is therefore orthogonal to $|s\rangle$. Moreover,
\[
\langle i|j\rangle=\langle s|\sigma_{ei}\sigma_{ej}|s\rangle
=\delta_{ij}+i\sum_k\epsilon_{ijk}\langle s|\sigma_{ek}|s\rangle=\delta_{ij}.
\]
The four-dimensional spin space thus consists of $|s\rangle$ and the three states $|j\rangle$, which span the triplet. For any normalized triplet state $|t\rangle=\sum_jc_j|j\rangle$, the transition moment $\boldsymbol\mu_{fi}=\langle s|\boldsymbol\mu|t\rangle$ has components $-(\mu_e+\mu_p)c_i$, and
\begin{equation}
|\boldsymbol\mu_{fi}|^2=(\mu_e+\mu_p)^2\sum_i|c_i|^2=(\mu_e+\mu_p)^2 .
\label{eq:strength}
\end{equation}
Every triplet state decays at the same total rate, although the angular pattern of the emission depends on the state.

\section{Emission of the photon}

Place the field in a periodic box of volume $V$. For a mode with wave vector $\mathbf k$ and real unit magnetic polarization $\mathbf b\perp\mathbf k$, write
\[
\mathbf B=\beta\,\mathbf b\left(\hat a e^{i\mathbf k\cdot\mathbf r}
+\hat a^\dagger e^{-i\mathbf k\cdot\mathbf r}\right).
\]
In the vacuum $\langle\mathbf B^2\rangle=\beta^2$. The electric and magnetic energies are equal, so the total is $V\beta^2/4\pi$. Setting this equal to the zero-point energy $\hbar\omega_k/2$ gives $\beta^2=2\pi\hbar\omega_k/V$.

The squared matrix element for emission is $\beta^2|\mathbf b\cdot\boldsymbol\mu_{fi}|^2$. The golden rule applies because the decay rate is tiny compared with $\omega$. In a large box the sum over modes becomes
\[
\sum_{\mathbf k}\to\frac{V}{(2\pi)^3c^3}\int\omega_k^2\,d\omega_k\,d\Omega .
\]
The energy delta function $\delta(\hbar\omega-\hbar\omega_k)$ contributes $1/\hbar$ and sets $\omega_k=\omega$. Therefore
\begin{align}
A&=\frac{2\pi}{\hbar}\,\frac{2\pi\hbar\omega}{V}\,
\frac{V\omega^2}{(2\pi)^3c^3\hbar}
\int d\Omega\sum_{\mathbf b}|\mathbf b\cdot\boldsymbol\mu_{fi}|^2\nonumber\\
&=\frac{\omega^3}{2\pi\hbar c^3}
\int d\Omega\left(|\boldsymbol\mu_{fi}|^2-|\hat{\mathbf k}\cdot\boldsymbol\mu_{fi}|^2\right).
\end{align}
The two polarizations and $\hat{\mathbf k}$ form an orthonormal triad, which gives the last bracket. Its angular integral is $\tfrac{8\pi}{3}|\boldsymbol\mu_{fi}|^2$. With \eqref{eq:strength},
\begin{equation}
A=\frac{4\omega^3(\mu_e+\mu_p)^2}{3\hbar c^3}.
\label{eq:A}
\end{equation}

Replacing $\mu_e+\mu_p$ by $\mu_B$ gives the simple estimate
\[
A_0=\frac{4\omega^3}{3\hbar c^3}\,\frac{\alpha\hbar^3}{4m^2c}
=\frac{\alpha}{3}\,\omega\left(\frac{\hbar\omega}{mc^2}\right)^2 .
\]
Numerically,
\[
A_0=\frac{7.297\times10^{-3}}{3}\,(8.925\times10^9\ \mathrm{s^{-1}})
(1.1496\times10^{-11})^2=2.87\times10^{-15}\ \mathrm{s^{-1}}.
\]
The actual transition moment is $1.00268\,\mu_B$. Its square raises the rate by $0.54\%$, to
\[
A=2.88\times10^{-15}\ \mathrm{s^{-1}},\qquad
\frac1A=3.47\times10^{14}\ \mathrm{s}=11.0\ \text{million years},
\]
where the rate and the lifetime are both computed from unrounded values.

\section{Comparisons}

\subsection{The classical dipole}

Equation~\eqref{eq:classical} gives $P=\hbar\omega A$ if $\mathbf m_0=2\boldsymbol\mu_{fi}$. The factor two arises as follows. In a superposition $c_s|s\rangle+c_te^{-i\omega t}|t\rangle$, the oscillating part of the mean moment is $c_s^*c_t\boldsymbol\mu_{fi}e^{-i\omega t}$ plus its complex conjugate, that is $\mathrm{Re}(2c_s^*c_t\boldsymbol\mu_{fi}e^{-i\omega t})$. Equation~\eqref{eq:classical} then gives the power $\hbar\omega A|c_s|^2|c_t|^2$, which for weak excitation, $|c_s|\approx1$, is $\hbar\omega A$ per unit triplet population. The amplitude $2\boldsymbol\mu_{fi}$ is thus a correspondence rule, not a moment the atom carries: since $|c_sc_t|\le\tfrac12$, the oscillating mean moment never exceeds $|\boldsymbol\mu_{fi}|$, and it vanishes in a pure triplet state. The first guess used half this amplitude and so gave one quarter of $A_0$.

The numerical check finds the coefficient $4/3$ of \eqref{eq:A} from the classical energy flux, as $1.33333$, and from an explicit sum over box modes, as $1.3358$. The box sum replaces the delta function by a Gaussian whose standard deviation is $1/40$ of the central frequency. The mean of $\omega_k^3$ then exceeds $\omega^3$ by the fraction $3/40^2=0.19\%$, which accounts for the excess.

\subsection{An electric dipole decay}

The $2p\to1s$ decay couples through $-\mathbf d\cdot\mathbf E$, where $\mathbf d$ is the electric dipole moment. In Gaussian units a photon's electric and magnetic amplitudes are equal, and the polarization sum is the same. Equation~\eqref{eq:A} therefore holds with the electric transition moment in place of the magnetic one.

For the $2p$ state with zero angular momentum along $z$, the angular integral gives $1/\sqrt3$. With lengths in units of $a$, the matrix element is
\[
\frac{\langle1s|z|2p\rangle}{a}
=\frac1{\sqrt3}\int_0^\infty 2e^{-r}\,\frac{re^{-r/2}}{2\sqrt6}\,r^3dr
=\frac{1}{\sqrt{18}}\,\frac{4!}{(3/2)^5}=0.745 .
\]
The frequency follows from the Bohr levels, $\hbar\omega_{2p}=3e^2/8a$, so $\omega_{2p}=1.55\times10^{16}\ \mathrm{s^{-1}}$. The resulting rate is $6.26\times10^8\ \mathrm{s^{-1}}$, larger than $A$ by
\[
\underbrace{5.23\times10^{18}}_{\text{frequency cubed}}\times
\underbrace{4.15\times10^4}_{\text{moment squared}}
=2.17\times10^{23}.
\]
The magnetic moment is smaller than the electric one, but the low frequency accounts for most of the difference.

\subsection{An atom in thermal radiation}

If a mode already holds $N$ photons, $\hat a^\dagger$ contributes $\sqrt{N+1}$ to the emission amplitude, and the rate is multiplied by $N+1$. In black-body radiation the probability of $N$ photons is proportional to $e^{-Nx}$, with $x=\hbar\omega/k_BT$. The mean number is
\[
n=\frac{\sum_N Ne^{-Nx}}{\sum_N e^{-Nx}}
=-\frac{d}{dx}\ln\frac{1}{1-e^{-x}}=\frac1{e^x-1},
\]
so the downward rate is $A(1+n)$.

Here $\hbar\omega/k_B=0.0682\ \mathrm K$. At a chosen temperature of $2.7\ \mathrm K$, $n=39.1$ and the downward rate is $1.16\times10^{-13}\ \mathrm{s^{-1}}$. Its inverse is $0.27$ million years. The eleven-million-year lifetime therefore requires $k_BT\ll\hbar\omega$, and also that collisions which change $F$ be much rarer than spontaneous emission.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS
electron moment mu_e = 9.28476e-21 erg/G
proton moment mu_p = 1.41061e-23 erg/G
Bohr magneton mu_B = 9.27401e-21 erg/G
reduced-mass Bohr radius a = 5.29465e-09 cm
hbar = 1.05457e-27 erg s
speed of light c = 2.99792e+10 cm/s
fine-structure constant alpha = 7.297353e-03 (no unit)
HYPERFINE SPLITTING
contact field, integrated = 2.66666 mu_e/a^3
contact field, formula = 2.66667 mu_e/a^3
photon energy = 9.4122e-18 erg
photon energy = 5.8747e-06 eV
angular frequency omega = 8.9252e+09 1/s
frequency = 1420.5 MHz
wavelength = 21.10 cm
size over reduced wavelength, ka = 1.58e-09 (no unit)
RATE CONSTANT (exact value 4/3)
box modes, magnetic = 1.33583 (no unit)
box modes, electric = 1.33583 (no unit)
classical Poynting flux = 1.33333 (no unit)
DECAY OF THE UPPER LEVEL
transition moment = 1.00268 mu_B
hbar omega / m c^2 = 1.1496e-11 (no unit)
simple estimate A0 = 2.869e-15 1/s
rate A with both moments = 2.885e-15 1/s
increase of A over A0 = 0.54 percent
lifetime = 3.466e+14 s
lifetime = 10.98 million years
COMPARISON WITH 2p -> 1s
2p-1s matrix element of z = 0.7449 a
2p-1s angular frequency = 1.5495e+16 1/s
2p-1s rate = 6.265e+08 1/s
ratio of rates = 2.17e+23 (no unit)
factor from frequency cubed = 5.23e+18 (no unit)
factor from moment squared = 4.15e+04 (no unit)
THERMAL RADIATION
chosen temperature = 2.7 K
hbar omega / k_B = 0.0682 K
mean photon number n = 39.11 (no unit)
downward rate A(1+n) = 1.157e-13 1/s
inverse downward rate = 0.274 million years
\end{verbatim}
